# Fröhlich polaron at the band bottom: Dyson-Migdal against the cumulant: test program

```python
"""Froehlich polaron at the band bottom, T = 0, one electron in an empty band.

Results under test (energies in units of the phonon energy omega0):
  Dyson-Migdal: energy -e with e*sqrt(1+e) = alpha,
                weight 2(1+e)/(2+3e), continuum from +1,
                continuum peak at 1+y with y(1+y)(1+5y) = alpha^2;
  second-order cumulant: energy -alpha, weight exp(-alpha/2),
                first satellite exactly 1 above the quasiparticle.
alpha = (1/eps_inf - 1/eps_0) sqrt(m/(2 omega0)) in atomic units.
Scaled momenta are in units of sqrt(2 m omega0), so kinetic energy is q^2.
"""
import math
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import erf

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
BOHR_ANGSTROM = physical_constants["Bohr radius"][0] * 1e10

# Model parameters
omega_ev, mass, eps_inf, eps_static = 0.1, 0.5, 4.0, 10.0
omega = omega_ev / HARTREE_EV
kappa = 1 / eps_inf - 1 / eps_static
alpha = kappa * math.sqrt(mass / (2 * omega))
length = 1 / math.sqrt(2 * mass * omega)


def close(a, b, tol):
    return abs(a - b) < tol


def sigma(z, a):
    """Closed-form self-energy, z in the upper half plane or real below 1."""
    return -a / np.sqrt(1 - z + 0j)


def dyson_binding(a):
    return brentq(lambda e: e * math.sqrt(1 + e) - a, 0, a,
                  xtol=1e-15, rtol=1e-14)


def dyson_weight(e):
    return 2 * (1 + e) / (2 + 3 * e)


def peak_offset(a):
    return brentq(lambda y: y * (1 + y) * (1 + 5 * y) - a * a, 0, a * a,
                  xtol=1e-16, rtol=1e-14)


def dyson_spectrum(x, a):
    """Spectral function from the Green function just above the real axis."""
    z = x + 1e-12j
    return -(1 / (z - sigma(z, a))).imag / math.pi


# --- Coupling strength against classical electrostatics of a Gaussian charge
def enclosed(r):
    return erf(r / math.sqrt(2)) - math.sqrt(2 / math.pi) * r * np.exp(-r * r / 2)


classical = kappa / 2 * quad(lambda r: (enclosed(r) / r) ** 2, 0, np.inf)[0]
g2_times_q2 = 4 * math.pi * alpha * omega**1.5 / math.sqrt(2 * mass)
phonon_gain = quad(lambda q: g2_times_q2 * math.exp(-q * q)
                   / (2 * math.pi**2 * omega), 0, np.inf)[0]
assert close(classical, phonon_gain, 1e-8)

# --- Self-energy at zero energy, momentum integral in atomic units
q_unit = 1 / length
sigma_zero = quad(lambda u: q_unit * (2 * math.pi * omega * kappa)
                  / (2 * math.pi**2)
                  / (-omega - (u * q_unit)**2 / (2 * mass)), 0, np.inf)[0]
assert close(sigma_zero / omega, -alpha, 1e-8)

# --- Hamiltonian with zero or one phonon, radial momenta on a Gauss grid
nodes, node_weights = np.polynomial.legendre.leggauss(60)
theta = math.pi / 4 * (nodes + 1)
q_grid = np.tan(theta)
strength = 2 / math.pi * (math.pi / 4) * node_weights / np.cos(theta) ** 2


def one_phonon_hamiltonian(a):
    h = np.diag(np.concatenate(([0.0], 1 + q_grid**2)))
    h[0, 1:] = h[1:, 0] = np.sqrt(a * strength)
    return h


for a in (0.1, alpha, 3.0):
    e = dyson_binding(a)
    h = one_phonon_hamiltonian(a)
    values, vectors = np.linalg.eigh(h)
    assert close(values[0], -e, 1e-6)
    assert close(vectors[0, 0] ** 2, dyson_weight(e), 1e-6)
    z = 1.4 + 0.3j
    unit = np.zeros(len(h))
    unit[0] = 1
    resolvent = np.linalg.solve(z * np.eye(len(h)) - h, unit)[0]
    assert abs(resolvent - 1 / (z - sigma(z, a))) < 1e-6
    # Continuum: closed form, sum rule and peak position
    x = 1.7
    closed = a / math.pi * math.sqrt(x - 1) / (x * x * (x - 1) + a * a)
    assert close(dyson_spectrum(x, a), closed, 1e-8)
    continuum = quad(lambda u: 2 * u * dyson_spectrum(1 + u * u, a),
                     0, np.inf, limit=200)[0]
    assert close(continuum + dyson_weight(e), 1, 1e-6)
    y = peak_offset(a)
    found = minimize_scalar(lambda s: -dyson_spectrum(1 + s, a),
                            bounds=(y / 20, 5 * y + 0.1), method="bounded",
                            options={"xatol": 1e-10}).x
    assert close(found, y, 1e-5)
    assert e < a and dyson_weight(e) > math.exp(-a / 2)

# --- Weak-coupling coefficients (next order is of relative size small)
small = 1e-3
e_small = dyson_binding(small)
assert close((-e_small + small) / small**2, 0.5, 2e-3)
assert close((dyson_weight(e_small) - 1 + small / 2) / small**2, 1.0, 5e-3)
assert close((e_small + peak_offset(small) - small) / small**2, 0.5, 2e-3)


# --- Cumulant by direct double time integration in imaginary time
def cumulant(tau, a):
    # time kernel a*exp(-s)/sqrt(pi*s), integrated with s = v^2
    return quad(lambda v: (tau - v * v) * 2 * a * math.exp(-v * v)
                / math.sqrt(math.pi), 0, math.sqrt(tau), epsabs=1e-12)[0]


s = 0.6
kernel = quad(lambda q: 2 * alpha / math.pi * math.exp(-(1 + q * q) * s),
              0, np.inf)[0]
assert close(kernel, alpha * math.exp(-s) / math.sqrt(math.pi * s), 1e-8)
cum_energy = -(cumulant(40, alpha) - cumulant(39, alpha))
cum_weight = math.exp(cumulant(40, alpha) + 40 * cum_energy)
assert close(cum_energy, -alpha, 1e-8)
assert close(cum_weight, math.exp(-alpha / 2), 1e-7)
tau = 0.7
satellite_part = quad(lambda u: 2 * alpha / math.pi
                      * math.exp(-(1 + u * u) * tau) / (1 + u * u) ** 2,
                      0, np.inf)[0]
assert close(cumulant(tau, alpha), alpha * tau - alpha / 2 + satellite_part, 1e-8)


# --- Two-phonon satellite: half the self-convolution of the one-phonon density
def two_phonon(y, a):
    def integrand(t):
        u = 1 + y * math.sin(t) ** 2
        return 1 / (u * (2 + y - u)) ** 2
    return 2 * (a / math.pi) ** 2 * quad(integrand, 0, math.pi / 4)[0]


def one_phonon(x, a):
    return a / (math.pi * x * x * math.sqrt(x - 1))


# plain convolution at one energy, halved range by symmetry, u = 1 + v^2
x = 2.5
plain = quad(lambda v: 2 * v * one_phonon(1 + v * v, alpha)
             * one_phonon(x - 1 - v * v, alpha), 0, math.sqrt(0.25))[0]
assert close(plain, two_phonon(0.5, alpha), 1e-8)
assert close(two_phonon(1e-8, alpha), alpha**2 / (2 * math.pi), 1e-6)
two_norm = quad(lambda y: two_phonon(y, alpha), 0, np.inf, limit=200)[0]
assert close(two_norm, (alpha / 2) ** 2 / 2, 1e-5)

# --- Two modes of opposite momentum, many phonons, fixed total momentum
levels = 14
lower = np.diag(np.sqrt(np.arange(1, levels)), 1)
one = np.eye(levels)
a_plus, a_minus = np.kron(lower, one), np.kron(one, lower)
n_plus, n_minus = a_plus.T @ a_plus, a_minus.T @ a_minus


def two_mode_hamiltonian(total_momentum, g):
    electron = total_momentum * np.eye(levels**2) - n_plus + n_minus
    field = a_plus + a_plus.T + a_minus + a_minus.T
    return electron @ electron + n_plus + n_minus + g * field


def coherent(f):
    c = np.array([f**n / math.sqrt(math.factorial(n)) for n in range(levels)])
    v = np.kron(c, c)
    return v / np.linalg.norm(v)


g = math.sqrt(0.4)
h_zero = two_mode_hamiltonian(0, g)
best = minimize_scalar(lambda f: coherent(f) @ h_zero @ coherent(f),
                       bounds=(-1, 0), method="bounded",
                       options={"xatol": 1e-10})
quantum = 2.0                      # phonon energy plus recoil energy
bound = -2 * g * g / quantum
assert close(best.x, -g / quantum, 1e-5) and close(best.fun, bound, 1e-8)
assert close(coherent(best.x)[0] ** 2, math.exp(-2 * g * g / quantum**2), 1e-5)
toy_exact = np.linalg.eigvalsh(h_zero)[0]
few = np.diag(n_plus + n_minus) < 1.5
toy_dyson = np.linalg.eigvalsh(h_zero[np.ix_(few, few)])[0]
toy_root = brentq(lambda x: x - 2 * g * g / (x - quantum), -5, 0)
assert close(toy_dyson, toy_root, 1e-9)
assert toy_exact < bound - 1e-3 and bound < toy_dyson - 1e-3

# The cumulant is the order-g^2 part of the log of the exact amplitude
g_weak, tau = 3e-3, 1.3
vals, vecs = np.linalg.eigh(two_mode_hamiltonian(0, g_weak))
log_amp = math.log(np.sum(vecs[0] ** 2 * np.exp(-vals * tau)))
second = 2 * g_weak**2 * (math.exp(-quantum * tau) - 1 + quantum * tau) / quantum**2
assert close(log_amp / second, 1, 1e-3)

# Polaron plus one free phonon solves the eigenvalue equation up to norm |g|
vals, vecs = np.linalg.eigh(two_mode_hamiltonian(-1, g))
added = a_plus.T @ vecs[:, 0]
remainder = h_zero @ added - (vals[0] + 1) * added
assert close(np.linalg.norm(remainder), g, 1e-5)

# --- Worked example
e = dyson_binding(alpha)
y = peak_offset(alpha)
mean = alpha / 2
w0 = math.exp(-mean)
print("INPUT")
print(f"phonon energy omega0 = {omega_ev:.3f} eV")
print(f"band mass = {mass:.2f} electron masses")
print(f"eps_inf = {eps_inf:.1f}, eps_0 = {eps_static:.1f}, kappa = {kappa:.4f}")
print(f"phonon energy = {omega:.6f} hartree")
print(f"alpha = {alpha:.4f}")
print(f"polaron length = {length * BOHR_ANGSTROM:.3f} angstrom")
print("DYSON-MIGDAL (energies from the bare band bottom)")
print(f"e = {e:.4f}, y = {y:.4f} (units of omega0)")
print(f"quasiparticle energy = {-e * omega_ev:.5f} eV")
print(f"quasiparticle weight = {dyson_weight(e):.4f}")
print(f"continuum weight = {1 - dyson_weight(e):.4f}")
print(f"continuum threshold = {omega_ev:.5f} eV")
print(f"continuum peak = {(1 + y) * omega_ev:.5f} eV")
print(f"threshold minus quasiparticle = {(1 + e) * omega_ev:.5f} eV")
print(f"peak minus quasiparticle = {(1 + e + y) * omega_ev:.5f} eV")
print("CUMULANT (energies from the bare band bottom)")
print(f"quasiparticle energy = {cum_energy * omega_ev:.5f} eV")
print(f"same energy = {cum_energy * omega:.6f} hartree")
print(f"quasiparticle weight = {cum_weight:.4f}")
print(f"first satellite = {(1 + cum_energy) * omega_ev:.5f} eV")
print(f"satellite minus quasiparticle = {omega_ev:.5f} eV")
print(f"mean phonon number alpha/2 = {mean:.4f}")
print(f"one-phonon weight = {w0 * mean:.4f}")
print(f"two-phonon weight = {w0 * two_norm:.4f}")
print(f"weight of three or more = {1 - w0 * (1 + mean + two_norm):.4f}")
print(f"two-phonon step height = {w0 * two_phonon(0, alpha) / omega_ev:.4f} 1/eV")
print(f"Dyson energy above cumulant = {(alpha - e) * omega_ev:.5f} eV")
print("TABLE, energies in omega0; D = Dyson-Migdal, C = cumulant")
print("alpha   E_D      E_C      Z_D     Z_C     D gap   D peak-QP")
for a in (0.1, 0.5, 1.0, 3.0):
    b = dyson_binding(a)
    print(f"{a:.1f}   {-b:.4f}  {-a:.4f}  {dyson_weight(b):.4f}  "
          f"{math.exp(-a / 2):.4f}  {1 + b:.4f}  {1 + b + peak_offset(a):.4f}")
print("TWO-MODE CHECK, g^2 = 0.4, recoil energy = omega0 (units of omega0)")
print(f"exact = {toy_exact:.5f}, coherent = {best.fun:.5f}, "
      f"one-phonon = {toy_dyson:.5f}")
print("done: every assertion held")
```

Running it gives:

```
INPUT
phonon energy omega0 = 0.100 eV
band mass = 0.50 electron masses
eps_inf = 4.0, eps_0 = 10.0, kappa = 0.1500
phonon energy = 0.003675 hartree
alpha = 1.2372
polaron length = 8.729 angstrom
DYSON-MIGDAL (energies from the bare band bottom)
e = 0.8980, y = 0.3813 (units of omega0)
quasiparticle energy = -0.08980 eV
quasiparticle weight = 0.8087
continuum weight = 0.1913
continuum threshold = 0.10000 eV
continuum peak = 0.13813 eV
threshold minus quasiparticle = 0.18980 eV
peak minus quasiparticle = 0.22793 eV
CUMULANT (energies from the bare band bottom)
quasiparticle energy = -0.12372 eV
same energy = -0.004547 hartree
quasiparticle weight = 0.5387
first satellite = -0.02372 eV
satellite minus quasiparticle = 0.10000 eV
mean phonon number alpha/2 = 0.6186
one-phonon weight = 0.3332
two-phonon weight = 0.1031
weight of three or more = 0.0250
two-phonon step height = 1.3123 1/eV
Dyson energy above cumulant = 0.03392 eV
TABLE, energies in omega0; D = Dyson-Migdal, C = cumulant
alpha   E_D      E_C      Z_D     Z_C     D gap   D peak-QP
0.1   -0.0955  -0.1000  0.9582  0.9512  1.0955  1.1050
0.5   -0.4196  -0.5000  0.8712  0.7788  1.4196  1.5523
1.0   -0.7549  -1.0000  0.8230  0.6065  1.7549  2.0590
3.0   -1.7946  -3.0000  0.7570  0.2231  2.7946  3.6774
TWO-MODE CHECK, g^2 = 0.4, recoil energy = omega0 (units of omega0)
exact = -0.42724, coherent = -0.40000, one-phonon = -0.34164
done: every assertion held
```
